# Finding the Flicker Corner from Two Noise Densities

## Problem

The input voltage noise of a silicon MOSFET stage has two uncorrelated parts. The flicker part has a density of $10^{-12}\ \mathrm{V^2/Hz}$ at 1 Hz and falls as $1/f$. The white part has a density of $10^{-17}\ \mathrm{V^2/Hz}$ at all frequencies of interest. At which frequency, called the flicker corner $f_c$, are the two densities equal?

Densities are one-sided: the integral of $S(f)$ over positive frequencies is the mean square noise voltage.

## A tempting solution

Noise is often quoted as an amplitude density, the square root of $S$. The two square roots here are

$$
\sqrt{10^{-12}\ \mathrm{V^2/Hz}}=1000\ \mathrm{nV/\sqrt{Hz}},\qquad
\sqrt{10^{-17}\ \mathrm{V^2/Hz}}=3.162\ \mathrm{nV/\sqrt{Hz}} .
$$

The flicker noise must fall by a factor $1000/3.162=316$ to meet the white noise. Since it is $1/f$ noise, it falls by this factor when the frequency rises by the same factor. The corner is therefore at 316 Hz.

## Where it fails

The two amplitudes and their ratio are correct. The fault is in the next sentence, which applies the $1/f$ law to the amplitude. The law was given for the density in $\mathrm{V^2/Hz}$. Its square root falls as $1/\sqrt f$, so a factor 316 in amplitude needs a factor $316^2$ in frequency.

Putting the proposed answer back into the given law exposes the error. At 316 Hz the flicker density is

$$
\frac{10^{-12}}{316}\ \mathrm{V^2/Hz}=3.16\times10^{-15}\ \mathrm{V^2/Hz},
$$

which is still 316 times the white density.

## Correct solution

Let $f_0=1$ Hz be the reference frequency, $A=10^{-12}\ \mathrm{V^2/Hz}$ the flicker density there, and $W=10^{-17}\ \mathrm{V^2/Hz}$ the white density. Uncorrelated voltages have no cross term in their mean square, so their densities add:

$$
S(f)=A\,\frac{f_0}{f}+W .
$$

The factor $f_0$ keeps the units right, because $f_0/f$ is a pure number. At the corner the two terms are equal:

$$
A\,\frac{f_0}{f_c}=W .
$$

Multiplying by $f_c$ and dividing by $W$ gives

$$
f_c=f_0\,\frac{A}{W}
=1\ \mathrm{Hz}\times\frac{10^{-12}}{10^{-17}}
=10^5\ \mathrm{Hz}=100\ \mathrm{kHz}.
$$

The amplitude route gives the same result once the square is kept: $f_c/f_0=(\sqrt{A/W})^2=316.2^2=10^5$.

Inserting $Af_0=Wf_c$ into the sum gives a convenient form,

$$
S(f)=W\left(1+\frac{f_c}{f}\right).
$$

At the corner $S=2W=2\times10^{-17}\ \mathrm{V^2/Hz}$, which is $10\log_{10}2=3.01$ dB above the white floor. Far below the corner $S\approx Wf_c/f$, and far above it $S\approx W$.

This form also shows how a measured corner can go wrong. If the floor is read at a frequency $f_m$ that is not far above $f_c$, the value obtained is $W(1+f_c/f_m)$, which is too large. The corner computed from it is too low by the factor $1+f_c/f_m$. A floor read at the true corner would halve the result.

## Why the density can fall as $1/f$

The extrapolation from 1 Hz to 100 kHz rests on the $1/f$ law. Electron traps in the oxide near the silicon surface can produce such a law.

Consider one trap, with $s=1$ when it is full and $s=0$ when it is empty. Let it fill at rate $c$ and empty at rate $r$. The probability $P$ that it is full obeys

$$
\frac{dP}{dt}=c(1-P)-rP=c-(c+r)P .
$$

The steady value is $p=c/(c+r)$, and deviations from it decay with the time $\tau=1/(c+r)$. A trap that is full at time zero is therefore full at a later time $t$ with probability $p+(1-p)e^{-t/\tau}$. The autocovariance of $s$ is

$$
\langle s(0)s(t)\rangle-p^2
=p\left[p+(1-p)e^{-t/\tau}\right]-p^2
=p(1-p)e^{-t/\tau}.
$$

The one-sided spectrum is four times the cosine integral of the autocovariance over positive times. With $\omega=2\pi f$,

$$
\int_0^\infty e^{-t/\tau}\cos\omega t\,dt
=\mathrm{Re}\,\frac{1}{1/\tau-i\omega}
=\frac{\tau}{1+\omega^2\tau^2},
$$

$$
S_s(f)=4p(1-p)\frac{\tau}{1+\omega^2\tau^2}.
$$

A single trap thus gives a plateau followed by a fall as $1/f^2$, not a $1/f$ law.

Now take many independent traps. An electron reaches a trap at depth $z$ by tunnelling, and the model sets $\tau=\tau_0e^{z/\lambda}$, where $\tau_0$ is the time at the interface and $\lambda$ is the tunnelling length. Then $dz=\lambda\,d\ln\tau$, so traps spread uniformly in depth are spread uniformly in $\ln\tau$. Since $d\ln\tau=d\tau/\tau$, the sum over relaxation times is

$$
\int\frac{4\tau}{1+\omega^2\tau^2}\,\frac{d\tau}{\tau}
=\frac4\omega\Big[\arctan\omega\tau\Big]_{\tau_{\min}}^{\tau_{\max}}
\approx\frac{4}{2\pi f}\,\frac{\pi}{2}=\frac1f .
$$

The approximation requires $\omega\tau_{\min}\ll1\ll\omega\tau_{\max}$. The example takes $\tau_{\min}=10^{-10}$ s and $\tau_{\max}=10^4$ s. Then $\omega\tau_{\min}$ is about $6\times10^{-5}$ at the corner, and $\omega\tau_{\max}$ is about $6\times10^4$ at 1 Hz, so both conditions hold over the whole range. As a test, the trap spectra were summed numerically, scaled to $A$ at 1 Hz and set equal to $W$. The crossing came out at 100.00 kHz. This sum gives every depth the same weight, an idealisation whose limit is discussed in the last section.

The factor $p(1-p)$ must also be summed over the trap energy $E$. In equilibrium $p$ is the Fermi function, for which $dp/dE=-p(1-p)/kT$. As $E$ rises from far below the Fermi level to far above it, $p$ falls from 1 to 0, so

$$
\int p(1-p)\,dE=kT\int_0^1dp=kT .
$$

Here $\tau$ is taken to be independent of $E$. For a trap density $N_t$ per volume and energy and a gate area $G$, the weighted number of traps per unit of $\ln\tau$ is

$$
n=N_t\,kT\,\lambda\,G .
$$

If each trapped electron shifts the input voltage by the same step $v$, the flicker density is $v^2n/f$, and hence $Af_0=v^2n$. At fixed $v$, the flicker level is proportional to the trap density.

## What the white level means

If the white part is thermal, it can be expressed as a resistance $R$. Connect $R$ to a capacitor $C$ and let $S_R$ be the white density of the resistor voltage. The capacitor sees this noise through the factor $1/[1+(2\pi fRC)^2]$. With $x=2\pi fRC$, its mean square voltage is

$$
\int_0^\infty\frac{S_R\,df}{1+(2\pi fRC)^2}
=\frac{S_R}{2\pi RC}\int_0^\infty\frac{dx}{1+x^2}
=\frac{S_R}{4RC}.
$$

Equipartition gives the capacitor a mean energy $\tfrac12C\langle V^2\rangle=\tfrac12kT$, so $\langle V^2\rangle=kT/C$. Equating the two expressions yields $S_R=4kTR$. At 300 K the given floor corresponds to

$$
R=\frac{W}{4kT}\approx604\ \Omega .
$$

This is an equivalent resistance, which need not be present as a component. Equipartition is classical and requires $hf\ll kT$. At the corner $hf/kT=1.6\times10^{-8}$, so the quantum correction is negligible.

## Equal densities are not equal powers

The corner compares the two noises at one frequency. A circuit responds to a band, and the mean square voltages between $f_0$ and an upper edge $f_2$ are

$$
\int_{f_0}^{f_2}A\frac{f_0}{f}\,df=Af_0\ln\frac{f_2}{f_0},
\qquad
\int_{f_0}^{f_2}W\,df=W(f_2-f_0).
$$

For a band from 1 Hz to the corner, $\ln10^5=11.51$, and the two values are

$$
1.151\times10^{-11}\ \mathrm{V^2}
\quad\text{and}\quad
1.000\times10^{-12}\ \mathrm{V^2}.
$$

The rms voltages are 3.39 µV for flicker and 1.00 µV for white noise. Because the squares add, the total is $\sqrt{11.51+1.00}\ \text{µV}=3.54$ µV. Flicker noise dominates this band although the densities are equal at its upper edge.

To find the edge at which the two powers match, neglect $f_0$ beside $f_2$, divide by $Wf_c=Af_0$ and write $y=f_2/f_c$:

$$
\ln\frac{f_c}{f_0}+\ln y=y,
\qquad\text{or}\qquad
y=11.51+\ln y .
$$

Starting from $y=11.5$ and inserting each value on the right gives 13.95, then 14.15, then 14.16. The powers are equal for a band that reaches 1416 kHz, about fourteen times the corner frequency. This edge depends on the lower limit of 1 Hz, whereas the corner does not.

The logarithm grows without bound as the lower limit goes to zero, but slowly. In the trap model the growth stops below about $1/(2\pi\tau_{\max})$, where the spectrum becomes flat.

## If the exponent is not 1

Suppose that the flicker density is $A(f_0/f)^g$. Equality with $W$ gives $(f_c/f_0)^g=A/W$, and the $g$-th root is

$$
f_c=f_0\left(\frac AW\right)^{1/g}.
$$

With $A$ still fixed at 1 Hz, $g=0.9$ moves the corner to 359 kHz and $g=1.1$ moves it to 35 kHz. The reason for this sensitivity appears in the logarithm:

$$
\ln\frac{f_c}{f_0}=\frac1g\ln\frac AW,
\qquad
\frac{d\ln f_c}{dg}=-\frac{1}{g^2}\ln\frac AW .
$$

At $g=1$ the derivative is $-11.5$, so an error of 0.01 in the exponent shifts the corner by about 12 percent. The remedy is to measure the flicker density closer to the corner. If the reference point lies one decade below the corner instead of five, the logarithm of the ratio is five times smaller, and so is the shift of $\ln f_c$ for a small error in $g$. The white part must then be subtracted from the reading. One decade below the corner it adds 10 percent to the measured density, and if left in it would put the corner at 110 kHz.

## The numbers beside a real device

An amplitude density of 1000 nV/$\sqrt{\mathrm{Hz}}$ at 1 Hz with a floor of a few nV/$\sqrt{\mathrm{Hz}}$ is a roughly typical order of magnitude for a silicon MOSFET input stage with a gate area near 100 µm². Both levels vary between devices, and the corner follows their ratio. Even with both levels given, it still depends on the exponent. Real spectra need not have $g=1$, and the range from 0.9 to 1.1, taken here as a rough spread, changes the corner by about a factor of three either way. The trap model itself suggests one cause. An electron trapped deeper in the oxide lies closer to the gate and induces less charge in the channel, so $v$ falls with depth. The slow traps then count for less, the spectrum flattens, and $g$ drops below 1. This mechanism accounts only for values below 1, and real devices may have other causes.

**Temperature.** If $A$ and $R$ are held fixed, heating from 300 K to 400 K raises $W=4kTR$ by a factor 4/3, and the corner falls to 75 kHz. Fixed $A$ is a choice, however. In the trap model $n$ is proportional to $kT$. If $N_t$, $\lambda$ and $v$ stay fixed instead, $A$ also rises by 4/3 and the corner remains at 100 kHz. In a transistor $R$ may change with temperature as well, so neither value is a prediction for a particular device.

**Ageing.** If electrical stress doubles the trap density at every depth and energy while $v$ and $W$ stay fixed, then $A$ doubles and the corner moves to 200 kHz. The floor is unchanged by assumption; in a real transistor stress can also lower the transconductance and so raise the input-referred floor. Within this model, a rising corner at a steady floor therefore signals a growing density of traps near the Fermi level, provided that the temperature, $\lambda$ and $v$ have not changed.

**Few traps.** A small gate holds a limited number of traps, and their relaxation times differ from device to device. With the rough values $N_t=10^{17}\ \mathrm{cm^{-3}\,eV^{-1}}$, $\lambda=0.10$ nm and $G=100$ µm², and with $kT=0.0259$ eV,

$$
n=10^{17}\times0.0259\times10^{-8}\times10^{-6}\approx26,
$$

where $\lambda$ is in cm and $G$ in cm². This is about 60 per decade of $\tau$. The given flicker level then requires a step $v=\sqrt{Af_0/n}\approx0.2$ µV. This value shows the limit of the equal-step model. For an oxide of thickness $t_{ox}$ and permittivity $\varepsilon=3.9\,\varepsilon_0$, the step is $v=q(t_{ox}-z)/(\varepsilon G)$. With $\tau_0=\tau_{\min}$, matching $A$ at 1 Hz needs $t_{ox}\approx6.4$ nm, while the assumed range of $\tau$ covers 3.2 nm of depth. Summing the trap spectra with this step gives $g$ between about 0.95 and 0.96 and a crossing near 165 kHz. The value 100 kHz follows from the stated $1/f$ law, not from these device numbers.

For a first estimate of the scatter, replace the real traps by $n$ equal ones per unit of $\ln\tau$, each counted with weight 1 and placed at random. With $x=\omega\tau$, the product $fS$ is proportional to the sum of $x/(1+x^2)$ over the traps. The number of traps in each small interval of $\ln\tau$ has a Poisson distribution, whose variance equals its mean. The mean and variance of the sum are therefore

$$
n\int_0^\infty\frac{x}{1+x^2}\frac{dx}{x}=\frac{\pi n}{2},
\qquad
n\int_0^\infty\frac{x^2}{(1+x^2)^2}\frac{dx}{x}=\frac n2 .
$$

The relative variance is $(n/2)/(\pi n/2)^2=2/(\pi^2n)$. Each device is scaled to the same level at 1 Hz, so the fluctuations at 1 Hz and at the corner both enter. They come from different traps, and their variances add to $4/(\pi^2n)$. Because the spectrum has slope $-1$ on logarithmic scales, a small relative change in the flicker level moves the corner by the same relative amount. The standard deviation of $\ln f_c$ is then

$$
\frac{2}{\pi\sqrt n}\approx0.125 .
$$

A simulation of 1500 random devices gave 0.130 with a sampling uncertainty of about 0.002, in fair agreement with this small-fluctuation estimate.

This replacement overstates the scatter. The weight $p(1-p)$ of a real trap is at most 1/4, not 1, so more traps share the same mean. The variance contains the square of the weight, and

$$
\int p^2(1-p)^2\,dE=kT\int_0^1p(1-p)\,dp=\frac{kT}{6}.
$$

The variance is thus six times smaller for the same mean, and the estimate drops to $0.125/\sqrt6\approx0.05$. Steps $v$ that differ from trap to trap would raise it again: the relative variance gains the factor $\langle v^4\rangle/\langle v^2\rangle^2$, which is 6 for exponentially distributed steps and brings the estimate back to about 0.125. The two estimates for equal steps, about 5 and 13 percent, are both well below the effect of the assumed spread in the exponent. The computed values are collected in the numerical output below.

## Numbers as computed

```
Flicker density at 1 Hz: 1.0e-12 V^2/Hz
White density: 1.0e-17 V^2/Hz
Corner from formula: 100.00 kHz
Corner from trap sum: 100.00 kHz
Total density at corner: 2.00e-17 V^2/Hz
Total over white at corner: 3.01 dB
Flicker amplitude at 1 Hz: 1000.0 nV/sqrt(Hz)
White amplitude: 3.162 nV/sqrt(Hz)
Amplitude ratio (not squared): 316.2
Shortest trap time: 1.0e-10 s
Longest trap time: 1.0e+04 s
Temperature: 300 K
Equivalent noise resistance: 603.6 ohm
Flicker power, 1 Hz to corner: 1.151e-11 V^2
White power, 1 Hz to corner: 1.000e-12 V^2
Flicker rms, 1 Hz to corner: 3.39 uV
White rms, 1 Hz to corner: 1.00 uV
Total rms: 3.54 uV
Upper edge for equal powers: 1416 kHz
Corner for exponent 0.9: 359.4 kHz
Corner for exponent 1.1: 35.1 kHz
Hot temperature: 400 K
Corner when hot, fixed R and A: 75.0 kHz
Corner with doubled traps: 200.0 kHz
Oxide trap density (rough): 1.0e+17 cm^-3 eV^-1
Tunnelling length (rough): 0.10 nm
Gate area (rough): 100 um^2
Thermal energy: 0.0259 eV
Active traps per decade of tau: 59.5
Scatter of ln(corner), random devices: 0.130
Scatter of ln(corner), estimate: 0.125
hf/kT at corner: 1.60e-08
```
